# Slowest Carrier Decay in a Wafer with Equal Surface Recombination, part 1

(Sections cited here and not found follow in the second part.)

## First half: the decay law and its proof

### 1. Definitions and conventions

A wafer fills the region \(-W/2<x<W/2\) and is uniform in the other two directions. Light has created extra electrons and holes in it. The quantities are:

- \(c(x,t)\): excess density of minority carriers, above its equilibrium value;
- \(D\): diffusivity of the minority carriers;
- \(\tau_b\): bulk lifetime;
- \(S>0\): surface recombination velocity, the same on both faces, defined as the number of carriers lost per unit area and time divided by \(c\) at the face;
- \(\theta=kW/2\) and \(\beta=SW/(2D)\): dimensionless wave number and surface strength.

A prime means \(\partial/\partial x\), and integrals without limits run over the thickness. For any function \(g\), the bracket \([g]\) means \(g(W/2)-g(-W/2)\).

The algebra is in atomic units, where the elementary charge is 1. Mobility \(\mu\) and diffusivity are then related by \(D=\mu k_BT\). To see this, let positive carriers of density \(p\) sit in a potential energy \(V(x)\). The force is \(-V'\), so their flux is \(-Dp'-\mu pV'\). In equilibrium the flux is zero and, for a non-degenerate gas, \(p\propto e^{-V/k_BT}\), so \(p'=-pV'/k_BT\). Hence \(D/k_BT=\mu\). The diffusion equation contains no \(\hbar\), so the formulas below hold in any consistent units. Numbers will be given in cm²/s, cm/s, µm and µs.

Three assumptions define the model. Injection is low: \(c\) is small compared with the doping, so the minority carriers diffuse with their own \(D\). The parameters \(D\), \(S\) and \(\tau_b\) do not depend on \(c\), \(x\) or \(t\). The bands are flat up to the faces, or the bent region is thin enough to be absorbed into \(S\).

### 2. The statement

After the light is switched off, the slowest decay rate is

\[
\Gamma_{\rm tot}=\frac1{\tau_b}+\Gamma,\qquad \Gamma=Dk^2,\qquad k\tan\frac{kW}{2}=\frac SD ,
\]

where \(k\) is the smallest positive root, which satisfies \(0<kW/2<\pi/2\). Two qualifications are part of the statement. The equation for \(k\) has infinitely many roots, and the larger ones belong to faster decays. Also, \(Dk^2\) is the complete rate when bulk recombination is absent; otherwise \(1/\tau_b\) is added.

### 3. Carrier balance

The flux in the \(+x\) direction is \(-Dc'\). The density in a thin slice changes by the difference between inflow and outflow and by bulk recombination:

\[
\frac{\partial c}{\partial t}=Dc''-\frac{c}{\tau_b}.
\]

At the right face, carriers leave in the \(+x\) direction at the rate \(Sc\). At the left face they leave in the \(-x\) direction. Therefore

\[
-Dc'=Sc\quad\text{at }x=\tfrac W2,\qquad
+Dc'=Sc\quad\text{at }x=-\tfrac W2 .
\]

The signs say that the density falls toward each face.

Put \(c=e^{-t/\tau_b}u\). Then \(\partial c/\partial t=e^{-t/\tau_b}(\partial u/\partial t-u/\tau_b)\), and the bulk terms cancel:

\[
\frac{\partial u}{\partial t}=Du''.
\]

The face conditions are linear and contain no time derivative, so \(u\) obeys the same ones as \(c\):

\[
u'=\mp\frac SD u\quad\text{at }x=\pm\tfrac W2. \tag{1}
\]

Uniform bulk recombination thus multiplies the whole solution by \(e^{-t/\tau_b}\) and leaves its shape unchanged.

### 4. The modes

Look for solutions \(u=e^{-\Gamma t}\varphi(x)\). They satisfy \(D\varphi''=-\Gamma\varphi\) and condition (1). Multiply by \(\varphi^*\) and integrate by parts:

\[
\Gamma\int|\varphi|^2=-D[\varphi^*\varphi']+D\int|\varphi'|^2 .
\]

By (1), \(\varphi^*\varphi'\) equals \(-(S/D)|\varphi|^2\) on the right and \(+(S/D)|\varphi|^2\) on the left, so

\[
\Gamma\int|\varphi|^2=D\int|\varphi'|^2+S\left(|\varphi(\tfrac W2)|^2+|\varphi(-\tfrac W2)|^2\right).
\]

The right side is real and not negative. It could vanish only for a constant \(\varphi\) that is zero at the faces, which is no mode. Thus \(\Gamma>0\), and we may write \(\Gamma=Dk^2\) with \(k>0\).

The two faces are alike, so if \(\varphi(x)\) is a mode, \(\varphi(-x)\) obeys the same equations. Their sum and difference do so too, and at least one of these is not zero. It is therefore enough to examine even and odd solutions of \(\varphi''=-k^2\varphi\).

**Even modes**, \(\varphi=\cos kx\). At the right face (1) gives \(-k\sin\theta=-(S/D)\cos\theta\). Here \(\cos\theta\) cannot vanish, since \(\sin\theta\) would then have to vanish as well. Division gives

\[
k\tan\theta=\frac SD,\qquad\text{or, after multiplying by }\tfrac W2,\qquad \theta\tan\theta=\beta. \tag{2}
\]

**Odd modes**, \(\varphi=\sin kx\). Now (1) gives \(k\cos\theta=-(S/D)\sin\theta\), or

\[
\theta\cot\theta=-\beta .
\]

The order of the roots follows from signs and slopes. On \((0,\pi/2)\) the function \(\theta\tan\theta\) has the derivative \(\tan\theta+\theta/\cos^2\theta>0\) and rises from 0 to infinity, so (2) has one root there. An odd mode cannot have \(\theta\le\pi/2\), because \(\theta\cot\theta\) is not negative there while \(-\beta\) is. On \((\pi/2,\pi)\) the function \(\theta\cot\theta\) falls from 0 to minus infinity, since its derivative \((\sin\theta\cos\theta-\theta)/\sin^2\theta\) is negative; this gives one odd root. There is no even root in that interval, where the tangent is negative. The lowest mode is therefore the even one with \(\theta<\pi/2\), and the next is odd.

From here on, \(k\), \(\theta\), \(\Gamma\) and \(\varphi=\cos kx\) refer to the lowest mode. It has no zero in the wafer: \(\cos\theta\le\varphi\le1\), with \(\cos\theta>0\).

### 5. No solution decays more slowly

The list of modes settles the question once every initial density can be expanded in them. The following argument does not need that expansion.

Multiply \(\partial u/\partial t=Du''\) by \(2u\), integrate, and use (1) in the boundary term:

\[
\frac{d}{dt}\int u^2=2D[uu']-2D\int u'^2=-2Q[u],
\]
\[
Q[u]=D\int u'^2+S\left(u(\tfrac W2)^2+u(-\tfrac W2)^2\right).
\]

Since \(\varphi\) has no zero, we may write \(u=\varphi f\). Then \(u'=\varphi'f+\varphi f'\) and

\[
\int u'^2=\int\left(\varphi'^2f^2+\varphi\varphi'(f^2)'+\varphi^2f'^2\right).
\]

Integrate the middle term by parts:

\[
\int\varphi\varphi'(f^2)'=[\varphi\varphi'f^2]-\int(\varphi'^2+\varphi\varphi'')f^2 .
\]

The terms in \(\varphi'^2f^2\) cancel. With \(\varphi''=-k^2\varphi\) the remainder is

\[
D\int u'^2=D[\varphi\varphi'f^2]+Dk^2\int u^2+D\int\varphi^2f'^2 .
\]

By (1), \(D[\varphi\varphi'f^2]=-S\left(u(\tfrac W2)^2+u(-\tfrac W2)^2\right)\). Moving this to the left gives

\[
Q[u]=\Gamma\int u^2+D\int\varphi^2f'^2\;\ge\;\Gamma\int u^2. \tag{3}
\]

So \(\int u^2\) falls at least as fast as \(e^{-2\Gamma t}\), and \(u\), measured by the root of this integral, at least as fast as \(e^{-\Gamma t}\).

### 6. The slowest mode is present and takes over

Consider the overlap of \(u\) with \(\varphi\). Two integrations by parts give

\[
\frac d{dt}\int\varphi u=D\int\varphi u''=D[\varphi u'-\varphi'u]+D\int\varphi''u=-\Gamma\int\varphi u .
\]

The bracket vanishes because \(\varphi\) and \(u\) obey the same condition (1) at each face. The overlap therefore decays as a single exponential from the start. An excess density created by light is nowhere negative. As \(\varphi>0\), its overlap is positive, and the slowest mode is present however unevenly the light was absorbed.

Let \(u_0\) be the initial density and subtract this mode:

\[
w=u-a\varphi e^{-\Gamma t},\qquad a=\frac{\int\varphi u_0}{\int\varphi^2}.
\]

The remainder \(w\) obeys the same equations as \(u\), and \(\int\varphi w=0\) at all times. It decays faster by a definite margin, as follows. Write \(w=\varphi f\), so that \(\int\varphi^2f=0\), and let \(\bar f\) be the plain average of \(f\). Expanding the square gives

\[
\int\varphi^2(f-\bar f)^2=\int\varphi^2f^2+\bar f^2\int\varphi^2\ge\int\varphi^2f^2=\int w^2 .
\]

Since \(\varphi^2\le1\), this implies \(\int w^2\le\int(f-\bar f)^2\). The last integral can be written with pairs of points:

\[
\int(f-\bar f)^2=\frac1{2W}\iint\left(f(x)-f(y)\right)^2dx\,dy .
\]

The difference \(f(x)-f(y)\) is the integral of \(f'\) from \(y\) to \(x\), so by the Cauchy–Schwarz inequality its square is at most \(W\int f'^2\). The double integral covers an area \(W^2\). Using also \(\varphi^2\ge\cos^2\theta\),

\[
\int w^2\le\frac{W^2}{2}\int f'^2\le\frac{W^2}{2\cos^2\theta}\int\varphi^2f'^2 .
\]

Insert this in (3), applied to \(w\):

\[
Q[w]\ge(\Gamma+\delta)\int w^2,\qquad \delta=\frac{2D\cos^2\theta}{W^2}>0 .
\]

The root of \(\int w^2\) thus falls at least as fast as \(e^{-(\Gamma+\delta)t}\). The number of carriers in the remainder is bounded by \(|\int w|\le(W\int w^2)^{1/2}\), so it too becomes negligible beside the slowest mode. Restoring \(e^{-t/\tau_b}\), the thickness-averaged density approaches a pure exponential with the rate \(1/\tau_b+Dk^2\). This proves the statement of section 2. The margin \(\delta\) is a lower bound, not the actual gap to the next mode.

### 7. Two limits and one active face

When \(\beta\ll1\), the root is small and \(\tan\theta\approx\theta\), so \(\theta^2\approx\beta\). Since \(\Gamma=4D\theta^2/W^2\),

\[
\Gamma\approx\frac{4D}{W^2}\,\frac{SW}{2D}=\frac{2S}{W}.
\]

Diffusion keeps the density nearly flat. A density \(c\) loses \(2Sc\) per unit area from a store \(Wc\), and \(D\) drops out.

When \(\beta\gg1\), the root approaches \(\pi/2\) and

\[
\Gamma\to\frac{\pi^2D}{W^2}.
\]

The density at the faces is then close to zero, and the journey to the face sets the rate. Making the surface worse hardly changes the decay.

Suppose now that one face recombines with velocity \(S\) and the other not at all. At the inactive face \(u'=0\). Reflect the wafer in that face: the even extension of \(u\) is smooth and describes a wafer of thickness \(2W\) with velocity \(S\) on both faces. The lowest mode of the doubled wafer is even, so it meets the condition \(u'=0\) in the middle. The slowest rate is \(Dk^2\) with \(k\tan(kW)=S/D\).

## Second half: measuring S, and a silicon example

### 8. Symbols and results carried over

The wafer has thickness \(W\), minority diffusivity \(D\), bulk lifetime \(\tau_b\) and surface recombination velocity \(S\) on both faces. The excess density is \(c\). The slowest mode has the shape \(\varphi=\cos kx\), with \(x\) measured from the mid-plane, and

\[
\theta=\frac{kW}2,\qquad \beta=\frac{SW}{2D},\qquad \theta\tan\theta=\beta,\qquad 0<\theta<\frac\pi2,\qquad \Gamma=\frac{4D\theta^2}{W^2}.
\]

The total late decay rate is \(1/\tau_b+\Gamma\). The next mode is odd in \(x\).

### 9. Bounds on the surface lifetime

The surface lifetime \(1/\Gamma\) can be bracketed without solving for the root. From \(\theta\tan\theta=\beta\) we have \(1/\beta=\cot\theta/\theta\), hence

\[
\frac1{\theta^2}=\frac1\beta+g(\theta),\qquad g(\theta)=\frac{1-\theta\cot\theta}{\theta^2}.
\]

Multiply by \(W^2/(4D)\) and use \(W^2/(4D\beta)=W/(2S)\):

\[
\frac1\Gamma=\frac W{2S}+\frac{W^2}{4D}\,g(\theta). \tag{4}
\]

The function \(g\) increases on \((0,\pi/2)\). Differentiation gives

\[
g'=\frac{1}{\theta^3}\left(\frac{\theta^2}{\sin^2\theta}+\theta\cot\theta-2\right)=\frac{h(\theta)}{\theta^3\sin^2\theta},
\]
\[
h=\theta^2+\theta\sin\theta\cos\theta-2\sin^2\theta .
\]

The derivatives of \(h\) are

\[
h'=2\theta+\theta\cos2\theta-\tfrac32\sin2\theta,
\]
\[
h''=2(1-\cos2\theta)-2\theta\sin2\theta=4\sin\theta\cos\theta\,(\tan\theta-\theta)>0 .
\]

Since \(h(0)=h'(0)=0\), both \(h'\) and \(h\) are positive on the interval, and so is \(g'\). For small \(\theta\),

\[
\theta\cot\theta\approx\frac{1-\theta^2/2}{1-\theta^2/6}\approx1-\frac{\theta^2}3,
\]

so \(g\) starts at \(1/3\). At \(\theta=\pi/2\) the cotangent vanishes and \(g=4/\pi^2\). Equation (4) then gives

\[
\frac W{2S}+\frac{W^2}{12D}<\frac1\Gamma<\frac W{2S}+\frac{W^2}{\pi^2D}. \tag{5}
\]

The first term is the time for the surfaces to consume a flat density; the second is a diffusion time. The upper bound is correct in both limits and serves as an approximation. In a numerical scan over \(\theta\) from 0.02 to just below \(\pi/2\), it exceeded the true lifetime by at most 5.1 %, near \(\beta=2.55\).

### 10. What an optical decay measurement gives

A probe that passes through the whole wafer, such as infrared absorption by free carriers, responds to the thickness average of \(c\) if the absorption per carrier is uniform. As long as the two faces are equal, odd modes integrate to zero and leave no trace in it. A probe of one face does see them.

Let the late decay have the time constant \(\tau_{\rm eff}\). The result is inverted in three steps:

\[
\Gamma=\frac1{\tau_{\rm eff}}-\frac1{\tau_b},\qquad k=\sqrt{\frac\Gamma D},\qquad S=Dk\tan\frac{kW}2. \tag{6}
\]

This requires \(\Gamma<\pi^2D/W^2\). A larger measured value means that \(\tau_{\rm eff}\), \(D\), \(W\), \(\tau_b\) or the model is wrong, or that faster modes are still present.

To see how errors spread, take the logarithm of \(\beta=\theta\tan\theta\) and differentiate:

\[
\frac{d\beta}\beta=\frac{d\theta}\theta+\frac{d\theta}{\sin\theta\cos\theta}=\frac{d\theta}\theta\left(1+\frac{2\theta}{\sin2\theta}\right).
\]

At fixed \(D\) and \(W\), \(\beta\propto S\) and \(\Gamma\propto\theta^2\), so

\[
s\equiv\frac{d\ln\Gamma}{d\ln S}=\frac{2\sin2\theta}{2\theta+\sin2\theta}. \tag{7}
\]

It tends to 1 for weak surfaces and to 0 for strong ones. A small relative error in \(\Gamma\) becomes an error \(1/s\) times larger in \(S\), so the decay of a diffusion-limited wafer says little about \(S\). At fixed \(W\), multiplying \(S\) and \(D\) by a common factor leaves \(\theta\) unchanged and multiplies \(\Gamma\) by that factor. Hence \(d\ln\Gamma/d\ln D=1-s\).

The share of the slowest mode in the averaged signal is easily found for uniform generation. With \(u_0=1\), the mode has the amplitude \(\int\varphi/\int\varphi^2\) and the average \(\int\varphi/W\). The two integrals are

\[
\int\varphi=\frac{W\sin\theta}\theta,\qquad \int\varphi^2=\frac W2\left(1+\frac{\sin2\theta}{2\theta}\right).
\]

The share at the start, relative to the full signal, is therefore

\[
A=\frac{(\int\varphi)^2}{W\int\varphi^2}=\frac{4\sin^2\theta}{\theta\,(2\theta+\sin2\theta)}. \tag{8}
\]

This part has proved the law for the slowest decay rate, bracketed the surface lifetime, and shown how to obtain \(S\) from a late decay measurement and how errors spread. What remains is to apply these results to an oxidized silicon wafer, follow the decay after a pulse, and estimate the effects the model neglects.
